# Threshold material gain of a quantum-well laser

## Problem

A quantum-well laser has a cavity of length $L = 5.0\times10^{6}$ Å between two cleaved facets. Each facet returns a fraction $R = 0.32$ of the guided power. The guided mode has an internal loss $a_i = 1.0\times10^{-7}$ Å$^{-1}$, and the confinement factor of all wells together is $\Gamma = 0.05$. What material gain must the wells supply at threshold?

Gain and loss coefficients refer to power: a gain $g$ multiplies power by $e^{gz}$ over a distance $z$, and the field amplitude by $e^{gz/2}$. The gain is taken as uniform along the cavity, and one transverse mode is followed.

## Hints

1. At threshold a field can circulate in the cavity without growing or dying out. Follow it through one full round trip. How long is the path, and how many reflections occur?
2. Translate the power reflectivity into an amplitude reflectivity before writing a condition on the field.
3. The light lies mostly outside the wells. Distinguish the gain of the well material from the gain of the mode.
4. Ask of each loss whether it is already a property of the mode. This decides what has to be divided by $\Gamma$.

## Full solution

### From material gain to modal gain

Atomic units are used in the algebra, so a photon of energy $\omega$ has vacuum wavenumber $k_0=\omega/c$. Waves vary as $e^{ikz}$. Their power varies as $e^{-2\,\mathrm{Im}(k)\,z}$, so a power gain $g$ means $\mathrm{Im}\,k=-g/2$.

In well material of refractive index $n_w$, a plane wave therefore has $k=k_0n_w-ig/2$. Since $k^2=k_0^2\varepsilon$, the permittivity is

$$
\varepsilon=\left(n_w-\frac{ig}{2k_0}\right)^2
=n_w^2-\frac{i n_w g}{k_0}-\frac{g^2}{4k_0^2}.
$$

The last term is smaller than the one before it by the factor $g/(4n_wk_0)$ and is dropped. The gain thus changes the permittivity of the wells by $\delta\varepsilon=-in_wg/k_0$. In a real well the injected carriers also lower the real index, so $n_w$ is to be read as the index of the pumped well. In the guide of Variation 2, a drop of $n_w$ by 0.016 to 0.040 lowers $\Gamma$ by 1 to 3%. Such a drop accompanies a gain change of size $g_{\rm th}$ for a linewidth enhancement factor of 2 to 5.

Now consider a guide layered along $x$, with the electric field parallel to the layers (a TE mode). Without gain, the real mode profile $E_0(x)$ and propagation constant $\beta_0$ obey

$$
E_0''+(k_0^2\varepsilon_0-\beta_0^2)E_0=0 .
$$

With gain, $E$ and $\beta$ obey the same equation with $\varepsilon_0+\delta\varepsilon$. Multiply the equation for $E$ by $E_0$, multiply the equation for $E_0$ by $E$, subtract, and integrate over $x$. The derivative terms give $\int(E_0E''-EE_0'')\,dx=[E_0E'-EE_0']$, which vanishes because both fields decay far from the guide. What remains is

$$
(\beta^2-\beta_0^2)\int E_0E\,dx=k_0^2\int\delta\varepsilon\,E_0E\,dx .
$$

To first order in $\delta\varepsilon$, $E$ may be replaced by $E_0$ in the integrals, and $\beta^2-\beta_0^2$ by $2\beta_0\,\delta\beta$. Let $F$ be the fraction of $\int E_0^2\,dx$ that lies in the wells, and write $\beta_0=k_0N$, where $N$ is the mode index. Then

$$
\delta\beta=\frac{k_0^2}{2k_0N}\left(-\frac{in_wg}{k_0}\right)F
=-\frac{i}{2}\,\frac{n_w}{N}F\,g .
$$

The power gain of the mode is $-2\,\mathrm{Im}\,\delta\beta$, that is,

$$
\text{modal gain}=\Gamma g,\qquad \Gamma=\frac{n_w}{N}F .
$$

For a TE mode the confinement factor is thus the fraction of $\int E_0^2\,dx$ in the wells, corrected by an index ratio. A TM mode has a different weight: in the guide of Variation 2, with isotropic gain, its confinement factor is 0.038 against 0.050 for TE.

Absorption in any layer enters in the same way with the opposite sign. Its effect on the mode is collected in $a_i$, which already contains the weights of the absorbing layers. The net modal gain is

$$
G=\Gamma g-a_i .
$$

### The round-trip condition

Let the facets have amplitude reflectivities $r_1$ and $r_2$, with $|r_1|^2=R_1$ and $|r_2|^2=R_2$. From here on $\beta$ denotes the real part of the propagation constant, so the mode propagates with $\beta-iG/2$. A round trip has length $2L$ and multiplies the field by

$$
r_1r_2\,e^{2i(\beta-iG/2)L}=r_1r_2\,e^{2i\beta L}\,e^{GL}.
$$

If the modulus of this factor is below one, a circulating field dies out. If it is above one, the field grows until the gain is reduced. A steady field without input requires the factor to equal one. Its modulus gives

$$
\sqrt{R_1R_2}\;e^{GL}=1 .
$$

Taking the logarithm, $\tfrac12\ln(R_1R_2)+GL=0$, and hence

$$
G=a_m,\qquad a_m=\frac{1}{2L}\ln\frac{1}{R_1R_2}.
$$

The quantity $a_m$ is the mirror loss: the power lost at the facets, expressed as if it were spread along the cavity. The phase of the condition selects the longitudinal modes. For real positive $r_1r_2$ it requires $2\beta L=2\pi m$, or $\beta L=m\pi$ with integer $m$.

This condition can be checked without using reflectivities at all. One solves the wave equation in an amplifying slab with only outgoing waves outside, matching the field and its derivative at both faces. A slab of index $(1+\sqrt R)/(1-\sqrt R)=3.604957$ in vacuum has $R=0.32$ at each face; the reflectivity enters only through this choice of index. Near a photon energy of 0.8 eV the solution has $m=2326$ and needs a gain of $2.278869\times10^{-7}$ Å$^{-1}$. The formula for $a_m$ gives the same seven digits.

### The threshold and its value

Setting $\Gamma g_{\rm th}-a_i=a_m$ and solving for the material gain,

$$
g_{\rm th}=\frac{1}{\Gamma}\left[a_i+\frac{1}{2L}\ln\frac{1}{R_1R_2}\right].
$$

For equal facets $\ln(1/R^2)=2\ln(1/R)$, so the factor 2 cancels:

$$
a_m=\frac{\ln(1/R)}{L}=\frac{1.13943}{5.0\times10^{6}\ \text{Å}}
=2.279\times10^{-7}\ \text{Å}^{-1}.
$$

The total modal loss is

$$
a_i+a_m=(1.000+2.279)\times10^{-7}\ \text{Å}^{-1}
=3.279\times10^{-7}\ \text{Å}^{-1},
$$

and the required material gain is

$$
g_{\rm th}=\frac{3.279\times10^{-7}\ \text{Å}^{-1}}{0.05}
=6.56\times10^{-6}\ \text{Å}^{-1}=656\ \text{cm}^{-1}.
$$

### Reading the result

The wells must supply twenty times the modal loss because $1/\Gamma=20$. About 70% of that loss is light leaving through the facets, which includes the useful output. The remaining 30% is lost inside the device.

The neglected term in $\varepsilon$ can now be judged. In the slab above, $\beta=m\pi/L\approx1.46\times10^{-3}$ Å$^{-1}$, and $n_wk_0$ is of similar size. The ratio $g/(4n_wk_0)$ is then about $10^{-3}$, so dropping the term is justified. Replacing $E$ by $E_0$ is a separate approximation, whose error depends on the guide. Variation 2 tests it for one guide by solving the mode equation without perturbation theory.

Two changes to the calculation show why the definitions matter.

- If 0.32 were an amplitude reflectivity, the power reflectivity would be $0.32^2$ and the mirror loss would double. The answer would become $1.11\times10^{-5}$ Å$^{-1}$.
- If only the mirror loss were divided by $\Gamma$, the result would be $4.66\times10^{-6}$ Å$^{-1}$. This is too low, because the wells must also make up the internal loss through their small overlap with the mode.

The length dependence has two limits. For a very long cavity $a_m\to0$, and the threshold gain falls towards $a_i/\Gamma=2.0\times10^{-6}$ Å$^{-1}$. For a short cavity the mirror loss dominates and $g_{\rm th}\approx\ln(1/R)/(\Gamma L)$, which grows as $1/L$. The two losses are equal at $L=\ln(1/R)/a_i\approx1.14\times10^{7}$ Å, a little more than twice the present length.

The formula states what gain is needed, not whether the wells can provide it. A well has a finite number of states per unit area and energy. If its energy levels and transition strengths are taken as independent of pumping, its gain at a given photon energy is bounded by the value at full inversion. If $g_{\rm th}$ exceeds that bound, the laser in this picture does not reach threshold at that photon energy, however strongly it is pumped. With the other quantities in the formula held fixed, $g_{\rm th}$ is lowered by a longer cavity, more reflective facets, a smaller internal loss, or a larger $\Gamma$, for instance from more wells. The first two reduce only the mirror loss, so they cannot bring $g_{\rm th}$ below $a_i/\Gamma$.

Spontaneous emission into the mode has also been neglected. Suppose it adds power $s$ per round trip, while the round trip multiplies the circulating power $P$ by $\rho$. A steady state requires $P=\rho P+s$, so $P=s/(1-\rho)$. With $s>0$ the factor $\rho$ stays below one, and it approaches one when $P$ is much larger than $s$. The threshold condition is therefore the limit in which spontaneous emission is a negligible part of the power in the mode.

## Variation 1: unequal facets

The second facet now faces a transparent medium of index 1.5, which lowers its reflectivity to $R_2=0.170$. This is the plane-wave Fresnel value for the slab of index 3.605 used above. With the mode index 3.267 of Variation 2 the same formula would give 0.282 against vacuum and 0.137 against index 1.5, so the reflectivities are taken here as given data. All other data are unchanged. What is the new threshold gain?

The general mirror loss must be used:

$$
a_m=\frac{1}{2L}\ln\frac{1}{0.32\times0.170}
=2.911\times10^{-7}\ \text{Å}^{-1}.
$$

The outgoing-wave solution for the slab with these two different surroundings gives the same value. Adding the internal loss and dividing by $\Gamma$,

$$
g_{\rm th}=\frac{(1.000+2.911)\times10^{-7}\ \text{Å}^{-1}}{0.05}
=7.82\times10^{-6}\ \text{Å}^{-1}.
$$

This is 19% above the value for equal facets. The reflectivity of the second facet has fallen by nearly half, but it enters through a logarithm, and the internal loss has not changed.

## Variation 2: where the confinement factor comes from

A model guide has an active layer of index 3.5 and thickness 241.8 Å, which stands for several wells lumped together. It lies at the centre of a core of index 3.4. The total core thickness, active layer included, is 3000 Å, and the cladding has index 3.2. At a photon energy of 0.8 eV the mode index is $N=3.267$. The active layer holds a fraction 0.0467 of $\int E_0^2\,dx$, and the cladding holds 0.489. Find $\Gamma$. Find also the cladding absorption $a_c$ that would by itself produce the internal loss $a_i$ of the problem.

The index ratio multiplies the fraction in the active layer:

$$
\Gamma=\frac{3.5}{3.267}\times0.0467=0.0500 .
$$

Omitting the ratio would make the confinement factor 7% too small and the threshold gain 7% too large. The cladding has the weight $(3.2/3.267)\times0.489=0.479$, so

$$
a_c=\frac{1.0\times10^{-7}\ \text{Å}^{-1}}{0.479}
=2.09\times10^{-7}\ \text{Å}^{-1}.
$$

The material absorption $a_c$ is about twice the modal loss because roughly half of the mode lies in the cladding. Lumping the wells is itself an approximation: splitting the same total thickness into three to six wells with barriers of 100 to 200 Å lowers $\Gamma$ by about 0.5 to 2%.

This guide also tests the relation $G=\Gamma g-a_i$. The mode equation was solved with complex indices, without perturbation theory, for an active layer with gain $g_{\rm th}$ and a cladding with absorption $a_c$. Unrounded values were used, with the thickness set to 241.807 Å so that $\Gamma=0.05$; with the rounded values printed above, the net modal gain agrees with the mirror loss only to about five parts in $10^4$. The net modal gain is $2.27886\times10^{-7}$ Å$^{-1}$, equal to the mirror loss of the original laser to within about one part in $10^5$. With that gain and the original facets, the power returns after one round trip multiplied by 0.99999. These values are listed in the numerical output.

## Numbers as computed

```
LASER
cavity length: 5.0000e+06 angstrom
power reflectivity of each facet: 0.32
internal modal loss: 1.0000e-07 1/angstrom
confinement factor: 0.050
ln(1/R): 1.13943
mirror loss: 2.2789e-07 1/angstrom
total modal loss: 3.2789e-07 1/angstrom
mirror share of total loss: 0.6950
threshold material gain: 6.5577e-06 1/angstrom
threshold material gain: 655.8 1/cm
slip, R read as amplitude: 1.1115e-05 1/angstrom
slip, only mirror loss / Gamma: 4.6577e-06 1/angstrom
CAVITY TEST
photon energy near which modes are sought: 0.80 eV
slab index giving R = 0.32: 3.6050
longitudinal mode order: 2326
mode photon energy: 0.79997 eV
wave-equation gain, equal facets: 2.278869e-07 1/angstrom
formula, equal facets: 2.278869e-07 1/angstrom
outer index at second facet: 1.5
reflectivity of second facet: 0.1700
wave-equation gain, unequal facets: 2.911268e-07 1/angstrom
formula, unequal facets: 2.911268e-07 1/angstrom
WAVEGUIDE TEST
indices active, guide, cladding: 3.5, 3.4, 3.2
total core thickness: 3000 angstrom
active thickness for Gamma = 0.05: 241.8 angstrom
mode index: 3.26678
fraction of E^2 in active layer: 0.04667
Gamma from index ratio times fraction: 0.05000
fraction of E^2 in cladding: 0.48946
cladding weight including index ratio: 0.47946
cladding absorption: 2.0857e-07 1/angstrom
solved modal gain, no absorption: 3.27886e-07 1/angstrom
Gamma times material gain: 3.27887e-07 1/angstrom
solved modal loss, no gain: 1.00000e-07 1/angstrom
solved net modal gain: 2.27886e-07 1/angstrom
round-trip power factor: 0.99999
```
